# Full counting statistics of a spinless level at large bias

## Problem

A single spinless level lies between two leads. Electrons enter it from the left at rate $G_L$ and leave it to the right at rate $G_R$; these symbols denote rates, not conductances. The level can hold one electron. The bias is large: the left lead is full and the right lead empty at all energies near the level, so no electron hops backwards. Both rates are independent of energy, and interactions with electrons in the leads are neglected.

Let $n$ be the number of electrons that have entered the right lead during a time $t$, and let

$$M(x,t)=\langle e^{xn}\rangle ,\qquad x\ \text{real}.$$

The derivatives of $\ln M$ with respect to $x$ at $x=0$ are the cumulants of $n$: the mean, the variance, and so on.

(a) Find $K(x)=\lim_{t\to\infty}\ln M(x,t)/t$ from a two-state rate matrix.

(b) With $c_k=K^{(k)}(0)$, show that the Fano factor $F=c_2/c_1$ is $(G_L^2+G_R^2)/(G_L+G_R)^2$.

(c) Find every higher $c_k$.

(d) Evaluate the results for $G_L=3\ \mathrm{ns}^{-1}$ and $G_R=1\ \mathrm{ns}^{-1}$.

## Hints

1. Follow the state of the level and the number $n$ together. Which of the two hops changes $n$?
2. Multiply the equations by $e^{xn}$ and sum over $n$. A shift of $n$ by one becomes a factor.
3. At long times the larger eigenvalue decides. Check that its amplitude cannot vanish.
4. For the cumulants, differentiate the quadratic equation for the eigenvalue rather than its square root.
5. For a closed formula, expand first in powers of $e^x-1$, and only then in powers of $x$.

## Solution

### The tilted matrix

Let $p_0(n,t)$ and $p_1(n,t)$ be the probabilities that $n$ electrons have been counted and the level is empty or occupied. Filling the level leaves $n$ unchanged; emptying it raises $n$ by one. Hence

$$\dot p_0(n)=-G_Lp_0(n)+G_Rp_1(n-1),$$
$$\dot p_1(n)=G_Lp_0(n)-G_Rp_1(n),$$

with $p_1(-1)=0$. Define $q_s(x,t)=\sum_n e^{xn}p_s(n,t)$. The shifted term gives

$$\sum_n e^{xn}p_1(n-1)=e^x\sum_n e^{x(n-1)}p_1(n-1)=e^xq_1 .$$

The infinite set of equations has become a pair:

$$\frac{d}{dt}\begin{pmatrix}q_0\\q_1\end{pmatrix}=W(x)\begin{pmatrix}q_0\\q_1\end{pmatrix},\qquad
W(x)=\begin{pmatrix}-G_L&G_Re^x\\G_L&-G_R\end{pmatrix}.$$

The generating function is $M=q_0+q_1$. At $x=0$ each column of $W$ sums to zero, which is conservation of probability. The factor $e^x$ marks the counted hop and "tilts" the matrix away from this property.

### The long-time generating function

An eigenvalue $K$ of $W$ obeys $(K+G_L)(K+G_R)-G_LG_Re^x=0$. With $G=G_L+G_R$ this is

$$K^2+GK=G_LG_R(e^x-1). \tag{1}$$

Its roots are

$$K_\pm=-\frac G2\pm\sqrt{\frac{G^2}{4}+G_LG_R(e^x-1)} .$$

The quantity under the root equals $(G_L-G_R)^2/4+G_LG_Re^x$, which is positive. The roots are therefore real and different, and

$$M=A_+e^{K_+t}+A_-e^{K_-t}.$$

The amplitude $A_+$ is positive for the following reason. From the formula for $K_+$,

$$K_++G_L=\frac{G_L-G_R}{2}+\sqrt{\frac{(G_L-G_R)^2}{4}+G_LG_Re^x}>0 .$$

The right eigenvector $u$ satisfies $(K_++G_L)u_0=G_Re^xu_1$, and the left eigenvector $v$ satisfies $(K_++G_L)v_0=G_Lv_1$. Both can thus be chosen with positive components. Since

$$A_+=\frac{(u_0+u_1)\,[v_0q_0(0)+v_1q_1(0)]}{v_0u_0+v_1u_1},$$

it is positive for any initial probabilities. The larger root wins, so $K=K_+$. With the dimensionless number $a=G_LG_R/G^2$,

$$K(x)=\frac G2\left[\sqrt{1+4a(e^x-1)}-1\right]. \tag{2}$$

The initial state enters $\ln M$ through $\ln A_+$, which does not grow with time. At $x=0$ the eigenvalues are $0$ and $-G$, so the remaining transient in each cumulant decays as $e^{-Gt}$, up to powers of $t$. The $k$-th cumulant of $n$ is therefore $c_kt$ plus a constant at long times.

Equation (1) contains the off-diagonal elements of $W$ only through their product. Moving $e^x$ to the filling hop, which means counting at the left contact, leaves $K$ unchanged. The two counts differ by at most one electron, the one that the level can store.

### The Fano factor and a recursion

Differentiate (1) $k$ times and set $x=0$. In the Leibniz rule for $K^2$ the two end terms contain $K(0)=0$ and drop out. The right-hand side gives $G_LG_R$ for every $k\ge1$. Therefore

$$Gc_k=G_LG_R-\sum_{j=1}^{k-1}\binom kj c_jc_{k-j}. \tag{3}$$

For $k=1$ the sum is empty, so $c_1=G_LG_R/G=aG$. For $k=2$,

$$Gc_2=G_LG_R-2c_1^2 .$$

Dividing by $Gc_1=G_LG_R$ and using $c_1/G=a$ gives

$$F=\frac{c_2}{c_1}=1-2a=\frac{(G_L+G_R)^2-2G_LG_R}{(G_L+G_R)^2}
=\frac{G_L^2+G_R^2}{(G_L+G_R)^2}. \tag{4}$$

The next two cases follow in the same way. For $k=3$ the sum is $3c_1c_2+3c_2c_1$, and

$$\frac{c_3}{c_1}=1-\frac{6c_2}{G}=1-6a(1-2a)=1-6a+12a^2 .$$

For $k=4$ it is $8c_1c_3+6c_2^2$, and

$$\frac{c_4}{c_1}=1-8a(1-6a+12a^2)-6a(1-2a)^2
=1-14a+72a^2-120a^3 .$$

### All cumulants in closed form

Put $y=a(e^x-1)$ in (2), so that $K/G=(\sqrt{1+4y}-1)/2$. For $|4y|<1$, which holds near $x=0$, the binomial series applies. Its coefficients are

$$\binom{1/2}{m}=\frac{(-1)^{m-1}(2m-3)!!}{2^m\,m!},\qquad
(2m-3)!!=\frac{(2m-2)!}{2^{m-1}(m-1)!},$$

where $(-1)!!=1$ covers the case $m=1$. Multiplying by $4^m$ and by the outer factor $1/2$ cancels all powers of two:

$$\frac KG=\sum_{m\ge1}(-1)^{m-1}\frac{(2m-2)!}{m!\,(m-1)!}\,a^m(e^x-1)^m .$$

Next, $(e^x-1)^m$ is the $m$-th power of $\sum_{j\ge1}x^j/j!$. The coefficient of $x^k/k!$ in this power counts the ways to put $k$ labelled objects into $m$ labelled boxes with none left empty. If $S(k,m)$ is the number of ways to divide $k$ labelled objects into $m$ non-empty unlabelled groups (a Stirling number of the second kind), that coefficient is $m!\,S(k,m)$. It vanishes for $m>k$, so each cumulant is a finite sum:

$$c_k=G\sum_{m=1}^{k}(-1)^{m-1}\frac{(2m-2)!}{(m-1)!}\,S(k,m)\,a^m. \tag{5}$$

For example, $S(4,m)=1,7,6,1$ for $m=1,\dots,4$, while the factorial ratios are $1,2,12,120$. Their products are $1,14,72,120$, the coefficients found from (3).

### What the result means

After each exit the level is empty. The next exit must wait for a filling and then for an emptying. The waiting time $\tau$ is thus a sum of two independent exponential times, with

$$\langle\tau\rangle=\frac1{G_L}+\frac1{G_R}=\frac1{c_1},\qquad
\mathrm{var}\,\tau=\frac1{G_L^2}+\frac1{G_R^2}.$$

Over many exits, a delay $\delta T$ in their total duration changes the count by $\delta n\simeq-\delta T/\langle\tau\rangle$. The variance of $\delta T$ is $\langle n\rangle\,\mathrm{var}\,\tau$, so

$$\frac{\mathrm{var}\,n}{\langle n\rangle}\to\frac{\mathrm{var}\,\tau}{\langle\tau\rangle^2}
=\frac{G_L^2+G_R^2}{(G_L+G_R)^2}.$$

This is (4) again. The noise is reduced because two waits in series are relatively more regular than one.

The Fano factor can also be written as

$$F=\frac12+\frac{(G_L-G_R)^2}{2G^2},$$

so its minimum in this large-bias model is $1/2$, reached at equal rates. If $G_L=G_R=g$, then $G=2g$, $a=1/4$, and (2) becomes

$$K=g(e^{x/2}-1),\qquad c_k=\frac g{2^k}.$$

In this case a hop of some kind occurs at rate $g$ whether the level is empty or occupied. All hops together form a Poisson process, and every second hop is counted.

In the opposite limit one rate is much smaller than the other, and $a\to0$. Equation (5) then gives $c_k/c_1\to1$ for each fixed $k$, the Poisson result. The slow hop sets the rate, and the fast one adds a negligible delay.

### Numbers

For $G_L=3\ \mathrm{ns}^{-1}$ and $G_R=1\ \mathrm{ns}^{-1}$, $G=4\ \mathrm{ns}^{-1}$ and $a=3/16=0.1875$. Then

$$c_1=\frac{3\times1}{4}\ \mathrm{ns}^{-1}=0.75\ \mathrm{ns}^{-1},\qquad
F=\frac{9+1}{16}=0.625 .$$

With $e$ the magnitude of the electron charge, the current is $I=ec_1=120\ \mathrm{pA}$. The one-sided noise at zero frequency is twice the growth rate of the charge variance,

$$S=2e^2c_2=2eIF=2.41\times10^{-29}\ \mathrm{A^2/Hz}.$$

A Poisson process with the same current would give $2eI=3.85\times10^{-29}\ \mathrm{A^2/Hz}$.

The next two ratios are

$$\frac{c_3}{c_1}=1-1.125+0.4219=0.297,$$
$$\frac{c_4}{c_1}=1-2.625+2.5313-0.7910=0.115 .$$

Equation (5) also gives $c_5/c_1=0.088$ and $c_6/c_1=0.066$. At equal rates the third and fourth ratios would be $0.25$ and $0.125$. The imbalance raises the second and third ratios but slightly lowers the fourth. Being closer to equal rates therefore does not reduce every cumulant ratio.

## Variation 1: a finite counting time

*How long must one count before the variance-to-mean ratio comes close to $F$?*

Let counting begin in the stationary state. There $G_Lp_0=G_Rp_1$, so the occupation is $G_L/G=0.75$, and exits occur at the mean rate $G_RG_L/G=c_1$.

Immediately after an exit the level is empty. Its occupation $P_1(s)$ a time $s$ later obeys

$$\dot P_1=G_L(1-P_1)-G_RP_1=G_L-GP_1,\qquad P_1(0)=0,$$

with solution $P_1=(G_L/G)(1-e^{-Gs})$. The rate of exits at a delay $s$ after a given exit is therefore

$$h(s)=G_RP_1(s)=c_1(1-e^{-Gs}).$$

Other exits may occur in between; they are included in $h$. An interval of length $t$ offers a range $t-s$ of starting times for a pair separated by $s$, and each pair appears twice in $n(n-1)$. Thus

$$\langle n(n-1)\rangle=2c_1\int_0^t(t-s)h(s)\,ds
=c_1^2t^2-2c_1^2\left[\frac tG-\frac{1-e^{-Gt}}{G^2}\right].$$

Add $\langle n\rangle=c_1t$, subtract $\langle n\rangle^2=c_1^2t^2$, and divide by $c_1t$. With $2c_1/G=2a=1-F$,

$$F(t)=\frac{\mathrm{var}\,n}{\langle n\rangle}
=F+(1-F)\frac{1-e^{-Gt}}{Gt}. \tag{6}$$

For the example rates, $F(t)$ is $0.934$ at $0.1$ ns, $0.717$ at $1$ ns and $0.634$ at $10$ ns. At very short times a second exit is improbable and the ratio tends to one. At long times the excess over $F$ falls only as $1/t$, although the level itself relaxes exponentially. The reason is the constant part of the variance, which is divided by a mean that grows as $t$. At $10$ ns the excess is $0.375/40\simeq0.009$, or $1.5\%$ of $F$.

## Variation 2: coherent transport and a finite bias window

*Does the result require the electron to lose its phase on the level? What changes if the bias is finite?*

Treat the electron as a wave, with frequency $w$ measured from the level. An incoming wave of unit flux from the left drives the level amplitude $b$, which decays at rate $G/2$:

$$\dot b=-\frac G2b-i\sqrt{G_L}\,e^{-iwt}.$$

The steady solution has $|b|^2=G_L/(w^2+G^2/4)$. The flux leaving to the right is $G_R|b|^2$, so the transmission probability is

$$T(w)=\frac{G_LG_R}{w^2+G^2/4}.$$

Take zero temperature. In a frequency interval $dw$ inside the bias window, the filled left lead supplies $t\,dw/2\pi$ attempts during a long time $t$. Each succeeds with probability $T$ and contributes $\ln[1+T(e^x-1)]$ to $\ln M$. This is the Levitov formula for one channel, taken here as the starting point. For an infinite window it gives

$$K(x)=\int_{-\infty}^{\infty}\frac{dw}{2\pi}\ln\frac{w^2+B^2}{w^2+G^2/4},\qquad
B^2=\frac{G^2}{4}+G_LG_R(e^x-1),\quad B>0 .$$

The integral vanishes at $B=G/2$. Its derivative with respect to $B$ is

$$\int_{-\infty}^{\infty}\frac{dw}{2\pi}\frac{2B}{w^2+B^2}=1 .$$

Hence $K=B-G/2$, which is (2). For this non-interacting level, loss of phase is not needed for the long-time statistics; the large window is.

Now let the window be finite, with bias energy $\hbar V$ and the level at its centre, so that $|w|<V/2$. The first two derivatives of the Levitov formula at $x=0$ give

$$F_V=\frac{\int T(1-T)\,dw}{\int T\,dw}=1-\frac{\int T^2dw}{\int T\,dw}.$$

Substitute $w=(G/2)\tan\theta$. Then $T=4a\cos^2\theta$ and $dw=(G/2)\,d\theta/\cos^2\theta$, and the limits are $\pm\theta_0$ with $\tan\theta_0=V/G$. The integrals are

$$\int T\,dw=4aG\theta_0,\qquad
\int T^2dw=8a^2G\left(\theta_0+\tfrac12\sin2\theta_0\right),$$

so that

$$F_V=1-2a\left[1+\frac{\sin2\theta_0}{2\theta_0}\right]. \tag{7}$$

For the example, $\hbar G=2.63\ \mu\mathrm{eV}$. A bias energy of $10\hbar G$ gives $F_V=0.600$, about $4\%$ below the large-bias value $0.625$; $100\hbar G$ gives $0.623$. The approach is slow because the transmission has wide tails. A finite window removes weakly transmitted electrons, which contribute to $\int T\,dw$ but little to $\int T^2dw$. These are the electrons with nearly Poissonian noise, so $F_V$ lies below $F$.

For $V\to0$, equation (7) gives $F_V\to1-4a=1-T(0)$. At equal rates this is zero, so the lower bound $1/2$ belongs to the large-bias regime and not to the level as such. At non-zero temperature the window edges are also smeared. Transfers from right to left are rarer than transfers from left to right by the factor $e^{-\hbar V/k_B\Theta}$ at temperature $\Theta$, wherever the level lies, but (2) needs more: the left lead must be full and the right lead empty at the level. Both edges must therefore lie many thermal energies and many level widths from it. For the example rates, $\hbar G$ equals the thermal energy at about $31$ mK.

Numbers in the example were calculated in double precision.
